# Absorber thickness for opposite phase on a reflective EUV mask

**Question**

A mask for extreme-ultraviolet lithography carries a patterned absorber on a flat mirror. The mirror does the reflecting. The absorber weakens the light that crosses it on the way down and again on the way up, and it also shifts its phase. Light reflected from a covered area is to be compared with light reflected from a bare area, where the same height is filled with vacuum.

The vacuum wavelength is $\lambda=13.5$ nm and the absorber has refractive index $n=0.95$. Write its complex index as $N=n+i\kappa$ with $\kappa\ge 0$, and let $k=2\pi/\lambda$, $\delta=1-n$, and $d$ be the absorber thickness. Fields vary in time as $e^{-i\omega t}$. The covered and bare areas are wide, so that diffraction at their edges may be left out. Unless a part says otherwise, the light falls normally on the mask and reflections at the absorber's two faces are neglected.

**(a)** Find the ratio of the wave reflected from a covered area to the wave reflected from a bare area, both taken at the height of the absorber's top face.

**Answer.** Let $z$ point downwards, with $z=0$ at the top face and $z=d$ at the mirror surface. In a uniform medium of index $N$ the field obeys

$$\frac{d^2E}{dz^2}+k^2N^2E=0 ,$$

with solutions $e^{ikNz}$ and $e^{-ikNz}$. With the time factor $e^{-i\omega t}$, the first travels downwards and the second upwards.

An incident wave of unit amplitude at $z=0$ has amplitude $e^{ikNd}$ when it reaches the mirror. No factor is included for entering the absorber, because reflection at its faces is neglected. The mirror multiplies the amplitude by its reflection coefficient $r_m$, and the way up contributes a second factor $e^{ikNd}$. Hence

$$r_{\rm cov}=r_m\,e^{2ikNd},\qquad r_{\rm bare}=r_m\,e^{2ikd},$$

where the second result follows from the first by setting $N=1$. The mirror is the same in both areas, so $r_m$ cancels in the ratio:

$$\frac{r_{\rm cov}}{r_{\rm bare}}=e^{2ik(N-1)d}.$$

Since $N-1=-\delta+i\kappa$, the exponent is $2ik(-\delta+i\kappa)d=-2ik\delta d-2k\kappa d$, and

$$\frac{r_{\rm cov}}{r_{\rm bare}}=e^{-2ik\delta d}\,e^{-2k\kappa d}.$$

The first factor is a pure phase and the second a real attenuation. In this approximation $\kappa$ therefore has no influence on the phase difference.

**(b)** Show that the smallest thickness for which the two reflected waves differ in phase by $\pi$ is 67.5 nm. Which other thicknesses give opposite phase, and how does the result respond to a change of index?

**Answer.** From part (a), the wave from the covered area has accumulated less phase than the other by

$$\phi=2k\delta d=\frac{4\pi\delta d}{\lambda}.$$

It is less because $n<1$. The factor 2 in $2k\delta d$ comes from the two passes. The waves have opposite phase when $e^{-i\phi}=-1$, that is, when $\phi=(2m+1)\pi$ with $m=0,1,2,\dots$ Solving for $d$ gives

$$d_m=\frac{(2m+1)\lambda}{4\delta}.$$

Because $\phi$ grows from zero in proportion to $d$, the smallest solution is the one with $m=0$:

$$d_0=\frac{\lambda}{4(1-n)}=\frac{13.5\ \text{nm}}{4\times0.05}=67.5\ \text{nm}.$$

The next solution is $3d_0=202.5$ nm.

This can be tested without assuming the phase formula. If the index changes smoothly at the top and bottom of the layer, over more than a wavelength, instead of jumping, the layer hardly reflects. The wave equation for such a layer above a mirror can be solved numerically, with the thickness defined as the integral of the layer's profile. For tanh-shaped ramps of length scale 8 nm (10% to 90% of the change over about 18 nm), the phase difference is $\pi$ at 67.50 nm, with or without absorption, as the numerical output shows. Ramps with corners reflect more: a linear ramp 1.25 wavelengths long can leave an error of about $1^\circ$, or 0.3 to 0.5 nm.

The phase difference grows by $180^\circ/67.5=2.67^\circ$ for each nanometre of thickness, so an error of 1 nm in the thickness costs less than $3^\circ$ as long as reflections at the faces are neglected. With sharp faces the cost can be higher, because the waves reflected there add a phase error that also varies with thickness. For the model mirror of part (f) the cost reaches about $5^\circ$ for $\kappa=0$ and $8^\circ$ for $\kappa=0.02$, and for some mirror phases the phase difference passes $\pi$ at three nearby thicknesses. The index matters through its small distance from 1. If $n$ falls from 0.95 to 0.94, a change of about 1% in $n$, then $\delta$ rises by 20% and the required thickness drops to 56.25 nm. In the opposite limit, $\delta\to0$, the required thickness grows without bound, because a layer with the index of vacuum produces no phase difference.

**(c)** Confirm the result by counting wavelengths along the double path. What thickness would be needed if the light crossed the absorber once only?

**Answer.** The double path is $2d_0=135.0$ nm long. In vacuum it holds

$$\frac{135.0}{13.5}=10.0$$

wavelengths. Inside the absorber the wavelength is $\lambda/n=14.21$ nm, longer than in vacuum because $n<1$, and the same path holds

$$\frac{135.0}{14.21}=9.5$$

wavelengths. The difference is half a wavelength, which is a phase of $\pi$. The thickness itself is five vacuum wavelengths: each wavelength of path contributes only the fraction $\delta=0.05$ of a cycle, so ten wavelengths of path are needed to collect half a cycle.

For a single crossing the phase difference would be $k\delta d$, without the factor 2. Setting it equal to $\pi$ gives $d=\lambda/(2\delta)=135$ nm. Reflection halves the thickness because the same material is used twice.

**(d)** Find the factor by which the absorber reduces the reflected amplitude and intensity at the thickness $d_0$. Evaluate both for the model value $\kappa=0.02$. Does opposite phase mean that the two waves cancel?

**Answer.** The amplitude factor from part (a) is $A=e^{-2k\kappa d_0}$. Inserting $k=2\pi/\lambda$ and $d_0=\lambda/(4\delta)$,

$$2k\kappa d_0=2\cdot\frac{2\pi}{\lambda}\cdot\kappa\cdot\frac{\lambda}{4\delta}=\frac{\pi\kappa}{\delta},$$

so that

$$A=e^{-\pi\kappa/\delta},\qquad A^2=e^{-2\pi\kappa/\delta}.$$

The wavelength has dropped out: at this thickness the attenuation depends on the ratio $\kappa/\delta$ alone. Here $\kappa/\delta=0.02/0.05=0.4$, which gives

$$A=e^{-0.4\pi}=0.285,\qquad A^2=0.081.$$

The covered area returns about 8% of the intensity returned by a bare area. The numerical solution for the smooth layer gives the same amplitude factor.

Opposite phase alone does not make the waves cancel. If the two waves are superposed with equal weights, the sum relative to the bare wave is $1-A=0.715$. Complete cancellation requires equal amplitudes as well as opposite phase, and so a larger weight for the weaker wave.

**(e)** The light now falls at an angle $\theta$ to the normal. Take $\kappa=0$ and find the thickness for a phase difference of $\pi$. Evaluate it for $\theta=6^\circ$ and explain the direction of the change.

**Answer.** The field must match along the flat surfaces at every point, so the component of the wave vector parallel to the surface, $k\sin\theta$, is the same in vacuum and in the absorber. The total wave number is $k$ in vacuum and $nk$ in the absorber. By Pythagoras, the components normal to the surface are

$$k\cos\theta\quad\text{and}\quad k\sqrt{n^2-\sin^2\theta}.$$

The parallel component gives the same phase factor in both areas and cancels in the ratio. The mirror coefficient also cancels, since the mirror receives the same parallel component in both cases. What remains is the difference of the normal components over the height $d$, taken twice:

$$\phi=2kd\left(\cos\theta-\sqrt{n^2-\sin^2\theta}\right).$$

Setting $\phi=\pi$ and using $k=2\pi/\lambda$,

$$d(\theta)=\frac{\lambda}{4\left(\cos\theta-\sqrt{n^2-\sin^2\theta}\right)}.$$

For $\theta=0$ the bracket is $1-n$ and the result of part (b) returns. For $\theta=6^\circ$ the bracket is $0.99452-0.94423=0.05029$, and

$$d(6^\circ)=\frac{13.5\ \text{nm}}{4\times0.05029}=67.1\ \text{nm}.$$

The direction of the change follows from an expansion for small $s=\sin\theta$. To order $s^2$,

$$\cos\theta\approx1-\frac{s^2}{2},\qquad \sqrt{n^2-s^2}\approx n-\frac{s^2}{2n}.$$

Their difference is

$$1-n+\frac{s^2}{2}\left(\frac1n-1\right)=\delta\left(1+\frac{s^2}{2n}\right),$$

because $1/n-1=\delta/n$. Tilting the beam lowers both normal components, but it lowers the smaller one, in the absorber, by more. Their difference grows, and a slightly thinner layer suffices. The reduction is 0.4 nm, or 0.6% of $d_0$. A layer left at 67.5 nm would miss the phase $\pi$ by about $1^\circ$ at this angle.

**(f)** Return to normal incidence and examine the neglect of interface reflections. Let the absorber have sharp faces, and let the mirror have the model coefficient $r_m=0.8\,e^{i\alpha}$, defined for vacuum above it, with unknown phase $\alpha$. Estimate, to first order in the reflection coefficient of one face, the largest phase error at $d=d_0$, first for $\kappa=0$ and then for $\kappa=0.02$.

**Answer.** Let light in vacuum meet the absorber with reflection coefficient $\rho$ and transmission coefficient $t$. Continuity of the field and of its slope gives $1+\rho=t$ and $1-\rho=Nt$. Eliminating $t$,

$$\rho=\frac{1-N}{1+N}.$$

For $\kappa=0$ this is $0.05/1.95=0.0256$. For light going from absorber to vacuum the roles are exchanged and the coefficient is $-\rho$. Entering and leaving the absorber multiplies the amplitude by $4N/(1+N)^2=1-\rho^2$, which is 1 to first order.

Write $P=e^{2ikNd_0}$ for the double pass. Since $r_m$ is defined for vacuum above the mirror, imagine a vacuum gap of zero thickness between absorber and mirror. The wanted wave is $r_mP$. To first order in $\rho$, four further waves arrive at the top:

- $\rho$, reflected at the top face;
- $-\rho P$, reflected at the bottom face from inside the absorber;
- $\rho r_m^2P$, reflected by the mirror, sent back by the bottom face and reflected by the mirror again;
- $-\rho r_m^2P^2$, reflected by the mirror, sent back by the top face and returned once more by the mirror.

Their sum is $\rho(1-P)+\rho r_m^2P(1-P)$. Divided by the wanted wave $r_mP$, it becomes the relative disturbance

$$x=\rho\,(1-P)\left(\frac{1}{r_mP}+r_m\right).$$

The phase of the total is shifted by the phase of $1+x$, which is $\operatorname{Im}x$ to first order.

At $d_0$ the double path holds 9.5 wavelengths, so $P=-A$. For $\kappa=0$, $A=1$ and

$$x=2\rho\left(r_m-\frac1{r_m}\right)=2\rho\left(0.8\,e^{i\alpha}-1.25\,e^{-i\alpha}\right).$$

Its imaginary part is $2\rho\,(0.8+1.25)\sin\alpha$. The largest value, at $\sin\alpha=\pm1$, is

$$2\times0.0256\times2.05=0.105\ \text{rad}=6.0^\circ .$$

A calculation that keeps all multiple reflections and scans the mirror phase also gives $6.0^\circ$.

For $\kappa=0.02$, $A=0.285$ and $\rho$ is complex, with

$$|\rho|=\frac{\sqrt{0.05^2+0.02^2}}{\sqrt{1.95^2+0.02^2}}=0.0276 .$$

Since $|\operatorname{Im}x|\le|x|$, the first-order phase error cannot exceed

$$|\rho|\,(1+A)\left(\frac{1.25}{A}+0.8\right)=0.0276\times1.285\times5.19=0.18\ \text{rad},$$

or between $10^\circ$ and $11^\circ$. The full calculation gives a largest error of $10.4^\circ$. The increase over the lossless case comes from the term $1.25/A$: the wanted wave has been weakened by absorption, while the wave reflected at the top face has not crossed the absorber at all.

These errors are largest values over the mirror phase; for a given mirror the error may be smaller and of either sign. Relative to $180^\circ$ they reach 3% and 6% in this model. For wide areas the thickness of 67.5 nm is thus a first estimate, and a phase required to within a few degrees calls for a calculation with the interface reflections and the actual mirror included. For narrow features the diffraction at their edges, left out here, must be included as well. With stronger absorption the wanted wave fades further and the error grows quickly. In the same model the largest error is about $18^\circ$ at $\kappa=0.03$ and $35^\circ$ at $\kappa=0.04$, roughly the range of tantalum-based absorbers, so the simple thickness rule is already poor there. Near $\kappa=0.05$ the wanted wave is no larger than the top reflection, and the first-order estimate fails as well.

## Calculated quantities

```
wavelength: 13.5 nm
absorber index n: 0.95
index difference 1 - n: 0.05
thickness for phase pi, formula: 67.50 nm
same, wave equation, no absorption: 67.497 nm
same, wave equation, with absorption: 67.498 nm
next thickness with opposite phase: 202.5 nm
double path 2d: 135.0 nm
wavelength inside absorber: 14.211 nm
waves in double path, vacuum: 10.00
waves in double path, absorber: 9.50
phase difference per nm thickness: 2.667 degrees
thickness for phase pi at n = 0.94: 56.25 nm
model extinction coefficient kappa: 0.02
amplitude factor, formula: 0.2846
amplitude factor, wave equation: 0.2846
intensity factor, formula: 0.0810
incidence angle in oblique case: 6.0 degrees
oblique thickness, formula: 67.11 nm
oblique thickness, wave equation: 67.11 nm
model mirror amplitude reflectivity: 0.8
reflected amplitude of one sharp interface, kappa = 0: 0.0256
largest phase error, sharp interfaces, kappa = 0: 6.0 degrees
largest phase error, sharp interfaces, kappa = 0.02: 10.4 degrees
```
